# Surface Diffusion Instability of a Solid Cylinder: Fastest Wavelength and Growth Rate: test program

```python
"""
Surface diffusion on a solid cylinder of radius R.
Result under test: a ripple cos(k z) grows at omega = B k^2 (1/R^2 - k^2),
fastest at wavelength 2 pi sqrt(2) R with rate B/(4 R^4).
B = D_s gamma Omega^2 nu/(k_B T): D_s surface diffusivity, gamma surface
energy, Omega atomic volume, nu surface atoms per area.
The tests use R = 1 and B = 1, so time is in units of R^4/B.
delta: axial anisotropy, gamma(phi) proportional to 1 + delta cos(4 phi).
gibbs: gamma Omega/(R k_B T), exponent of the mobile-atom density.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar
from scipy.special import iv


def ddz(f, length):
    """Spectral derivative of a periodic function on an odd number of points."""
    k = 2 * np.pi * np.fft.fftfreq(len(f), length / len(f))
    return np.fft.ifft(1j * k * np.fft.fft(f)).real


def energy_density(phi, delta):
    g = (1 + delta * np.cos(4 * phi)) / (1 + delta)
    dg = -4 * delta * np.sin(4 * phi) / (1 + delta)
    return g, dg


def potential(r, length, delta=0.0):
    """Surface energy gained per added volume (the curvature if delta = 0)."""
    phi = np.arctan(ddz(r, length))
    g, dg = energy_density(phi, delta)
    axial = r * (dg * np.cos(phi) + g * np.sin(phi))
    return (g / np.cos(phi) - ddz(axial, length)) / r


def velocity(r, length, delta=0.0, gibbs=0.0):
    """Full nonlinear dr/dt for surface diffusion."""
    mu = potential(r, length, delta)
    cos_phi = 1 / np.sqrt(1 + ddz(r, length)**2)
    flux = r * cos_phi * np.exp(gibbs * mu) * ddz(mu, length)
    return ddz(flux, length) / r


def surface_energy(r, length, delta=0.0):
    phi = np.arctan(ddz(r, length))
    g, _ = energy_density(phi, delta)
    return 2 * np.pi * length * np.mean(r * g / np.cos(phi))


def growth(length, delta=0.0, gibbs=0.0, n=17, h=3e-4):
    """Growth rate of one ripple, by differencing the nonlinear operator."""
    c = np.cos(2 * np.pi * np.arange(n) / n)
    v = (velocity(1 + h * c, length, delta, gibbs)
         - velocity(1 - h * c, length, delta, gibbs)) / (2 * h)
    return 2 * np.mean(v * c)


def fastest(delta=0.0):
    res = minimize_scalar(lambda x: -growth(x, delta), bounds=(6.5, 14),
                          method="bounded", options={"xatol": 1e-7})
    return res.x, -res.fun


def omega_formula(k):
    return k**2 * (1 - k**2)


# Potential against geometric curvature and against varied surface energy
n_pts, box = 65, 9.0
x = 2 * np.pi * np.arange(n_pts) / n_pts
r_test = 1 + 0.2 * np.cos(x) + 0.1 * np.sin(2 * x)
q = 2 * np.pi / box
slope = q * (-0.2 * np.sin(x) + 0.2 * np.cos(2 * x))
second = q**2 * (-0.2 * np.cos(x) - 0.4 * np.sin(2 * x))
curvature = 1 / (r_test * np.sqrt(1 + slope**2)) - second / (1 + slope**2)**1.5
assert np.max(np.abs(potential(r_test, box) - curvature)) < 1e-7
bump = np.exp(np.cos(x - 1))
for delta in (0.0, 0.01, -0.01):
    h = 1e-5
    varied = (surface_energy(r_test + h * bump, box, delta)
              - surface_energy(r_test - h * bump, box, delta)) / (2 * h)
    predicted = 2 * np.pi * box * np.mean(
        potential(r_test, box, delta) * r_test * bump)
    assert abs(varied - predicted) < 1e-6 * abs(predicted)

# Dispersion relation and its maximum
lam_formula, rate_formula = 2 * np.pi * np.sqrt(2), 0.25
table = []
for length in (5.0, 2 * np.pi, 7.5, lam_formula, 12.0):
    measured, formula = growth(length), omega_formula(2 * np.pi / length)
    assert abs(measured - formula) < 2e-5
    table.append((length, measured, formula))
lam_num, rate_num = fastest()
assert abs(lam_num / lam_formula - 1) < 1e-4
assert abs(rate_num / rate_formula - 1) < 1e-4

# Every axisymmetric mode of a long periodic cylinder, by diagonalization
n_box, long_box, h = 61, 60.0, 1e-4
jac = np.empty((n_box, n_box))
for j in range(n_box):
    e = np.zeros(n_box)
    e[j] = h
    jac[:, j] = (velocity(1 + e, long_box) - velocity(1 - e, long_box)) / (2 * h)
eig = np.sort(np.linalg.eigvals(jac).real)
k_box = 2 * np.pi * np.fft.fftfreq(n_box, long_box / n_box)
spectrum_error = np.max(np.abs(eig - np.sort(omega_formula(k_box))))
assert spectrum_error < 1e-3

# Area change at fixed volume, on both sides of the threshold
a = 0.02
area_rows = []
for length in (5.0, 8.0):
    k = 2 * np.pi / length
    r = np.sqrt(1 - a**2 / 2) + a * np.cos(x)
    change = surface_energy(r, length) / length - 2 * np.pi
    expected = np.pi * a**2 / 2 * (k**2 - 1)
    assert abs(change / expected - 1) < 5e-3
    area_rows.append((length, change))
assert area_rows[0][1] > 0 > area_rows[1][1]

# Angular modes, from the fundamental forms of the perturbed surface
th, z, eps = sp.symbols("theta z epsilon", real=True)
R, k_s, m_s = sp.symbols("R k m", positive=True)
shape = sp.cos(m_s * th) * sp.cos(k_s * z)
rad = R + eps * shape
X = sp.Matrix([rad * sp.cos(th), rad * sp.sin(th), z])
Xt, Xz = X.diff(th), X.diff(z)
W = Xt.cross(Xz)
E, F, G = Xt.dot(Xt), Xt.dot(Xz), Xz.dot(Xz)
e2, f2, g2 = W.dot(Xt.diff(th)), W.dot(Xt.diff(z)), W.dot(Xz.diff(z))
kappa = -(e2 * G - 2 * f2 * F + g2 * E) / (E * G - F**2)**sp.Rational(3, 2)
kappa1 = kappa.diff(eps).subs(eps, 0)
growth_sym = (kappa1.diff(z, 2) + kappa1.diff(th, 2) / R**2) / shape
for m_val in (0, 1, 2, 3):
    for k_val in (0.3, 0.5, 1.1):
        R_val = 1.3
        got = float(growth_sym.subs({m_s: m_val, k_s: k_val, R: R_val,
                                     th: 0.37, z: 0.21}).evalf())
        want = ((k_val**2 + m_val**2 / R_val**2)
                * ((1 - m_val**2) / R_val**2 - k_val**2))
        assert abs(got - want) < 1e-9
        assert m_val == 0 or got < 0

# Copper nanowire: rough typical inputs
radius, temp, ripple = 25.0, 700.0, 0.5            # nm, K, nm
gamma_si, lattice = 1.7, 0.36                      # J/m^2, nm
D0_surf, Q_surf = 0.1, 0.9                         # cm^2/s, eV
D0_bulk, Q_bulk = 0.3, 2.1                         # cm^2/s, eV
p_ref, T_ref, L_vap = 7.5e-3, 1500.0, 3.3          # Torr, K, eV
mass = 63.5 * const.atomic_mass
aniso = 0.01
kB = const.k / const.e
kT = kB * temp
gamma = gamma_si / const.e * 1e-18                 # eV/nm^2
atom_vol = lattice**3 / 4
site_density = atom_vol**(-2 / 3)
D_surf = D0_surf * np.exp(-Q_surf / kT)
B = D_surf * 1e14 * gamma * atom_vol**2 * site_density / kT
lam = lam_formula * radius
rate = B / (4 * radius**4)
sphere_diameter = 2 * (0.75 * radius**2 * lam)**(1 / 3)


# Nonlinear evolution until the neck radius has halved
def neck_time(n):
    r0 = 1 - ripple / radius * np.cos(2 * np.pi * np.arange(n) / n)

    def halved(t, r):
        return r[0] - 0.5
    halved.terminal = True
    sol = solve_ivp(lambda t, r: velocity(r, lam_formula), (0, 40), r0,
                    method="BDF", rtol=1e-7, atol=1e-9, events=halved)
    assert len(sol.t_events[0]) == 1
    r_end = sol.y_events[0][0]
    assert surface_energy(r_end, lam_formula) < surface_energy(r0, lam_formula)
    return sol.t_events[0][0]


t_coarse, t_fine = neck_time(33), neck_time(49)
mesh_shift = abs(t_fine / t_coarse - 1)
assert mesh_shift < 2e-3
time_unit = radius**4 / B
t_linear = np.log(0.5 * radius / ripple) / rate

# Anisotropy: stiffness ratio s = (gamma + gamma'')/gamma along the axis
aniso_rows = []
for delta in (aniso, -aniso):
    s = (1 - 15 * delta) / (1 + delta)
    lam_a, rate_a = fastest(delta)
    assert abs(lam_a / (lam_formula * np.sqrt(s)) - 1) < 2e-4
    assert abs(rate_a * 4 * s - 1) < 2e-4
    aniso_rows.append((delta, s, lam_a * radius, rate_a * B / radius**4))

# Density of mobile atoms raised by the curvature of the wire
gibbs = gamma * atom_vol / (radius * kT)
gibbs_factor = np.exp(gibbs)
assert abs(growth(lam_formula, gibbs=gibbs) / 0.25 - gibbs_factor) < 1e-4

# Bulk diffusion: radial solution of Laplace's equation inside the wire
kR = 1 / np.sqrt(2)
bessel_ratio = iv(1, kR) / iv(0, kR)
start = 1e-4
radial = solve_ivp(lambda s, u: [u[1], kR**2 * u[0] - u[1] / s], (start, 1),
                   [1 + (kR * start)**2 / 4, kR**2 * start / 2],
                   rtol=1e-9, atol=1e-12)
assert abs(radial.y[1, -1] / radial.y[0, -1] - kR * bessel_ratio) < 1e-6
k_fast = kR / radius
drive = 1 / radius**2 - k_fast**2
D_bulk = D0_bulk * np.exp(-Q_bulk / kT)
rate_bulk = D_bulk * 1e14 * gamma * atom_vol / kT * drive * k_fast * bessel_ratio

# Evaporation and condensation
pressure = p_ref * np.exp(-L_vap / kB * (1 / temp - 1 / T_ref))
vapour_flux = (pressure * const.torr
               / np.sqrt(2 * np.pi * mass * const.k * temp) * 1e-18)
rate_vapour = vapour_flux * atom_vol**2 * gamma / kT * drive
thinning = vapour_flux * atom_vol / rate
Q_factor = np.exp(0.1 / kT)

print("TESTS, R = 1 and B = 1")
print("wavelength/R, measured rate, formula rate (R^4/B):")
for length, measured, formula in table:
    print(f"  {length:.4f}  {measured:+.5f}  {formula:+.5f}")
print(f"fastest wavelength/R: found {lam_num:.4f}, formula {lam_formula:.4f}")
print(f"fastest rate R^4/B: found {rate_num:.5f}, formula {rate_formula:.5f}")
print(f"largest error over {n_box} eigenvalues: {spectrum_error:.1e}")
print(f"ripple amplitude/R in area test: {a:.2f}")
for length, change in area_rows:
    print(f"area change per length /R, wavelength {length:.1f} R: {change:+.2e}")
print("COPPER WIRE, rough inputs")
print(f"radius: {radius:.1f} nm; temperature: {temp:.0f} K")
print(f"surface energy: {gamma_si:.1f} J/m^2 = {gamma:.2f} eV/nm^2")
print(f"lattice parameter: {lattice:.2f} nm")
print(f"surface diffusion: D0 {D0_surf:.1f} cm^2/s, Q {Q_surf:.1f} eV")
print(f"kT: {kT:.5f} eV")
print(f"atomic volume: {atom_vol:.5f} nm^3")
print(f"surface atoms per area: {site_density:.2f} nm^-2")
print(f"D_s: {D_surf:.3e} cm^2/s")
print(f"B: {B:.3e} nm^4/s")
print(f"threshold wavelength: {2 * np.pi * radius:.1f} nm")
print(f"fastest wavelength: {lam:.1f} nm = {lam / 1000:.4f} um")
print(f"growth rate: {rate:.3f} 1/s; growth time: {1 / rate:.3f} s")
print(f"sphere diameter, one per wavelength: {sphere_diameter:.1f} nm")
print(f"initial ripple: {ripple:.1f} nm")
print(f"neck halves, linear estimate: {t_linear:.3f} s")
print(f"neck halves, nonlinear run: {t_fine * time_unit:.3f} s")
print(f"relative mesh shift, 33 to 49 points: {mesh_shift:.1e}")
print("NEGLECTED EFFECTS, same wire")
for delta, s, lam_a, rate_a in aniso_rows:
    print(f"anisotropy {delta:+.2f}: s {s:.4f}, {lam_a:.1f} nm, {rate_a:.3f} 1/s")
print(f"gamma Omega/(R kT): {gibbs:.4f}; rate factor: {gibbs_factor:.4f}")
print(f"bulk diffusion inputs: D0 {D0_bulk:.1f} cm^2/s, Q {Q_bulk:.1f} eV")
print(f"bulk D: {D_bulk:.2e} cm^2/s")
print(f"bulk/surface growth rate: {rate_bulk / rate:.1e}")
print(f"vapour inputs: {p_ref:.1e} Torr at {T_ref:.0f} K, {L_vap:.1f} eV")
print(f"vapour pressure at anneal: {pressure:.1e} Torr")
print(f"vapour/surface growth rate: {rate_vapour / rate:.1e}")
print(f"thinning in one growth time: {thinning:.1e} nm")
print(f"rate factor for 0.1 eV error in Q: {Q_factor:.2f}")
print("verified")
```

It prints:

```
TESTS, R = 1 and B = 1
wavelength/R, measured rate, formula rate (R^4/B):
  5.0000  -0.91454  -0.91454
  6.2832  +0.00000  +0.00000
  7.5000  +0.20926  +0.20926
  8.8858  +0.25000  +0.25000
  12.0000  +0.19899  +0.19899
fastest wavelength/R: found 8.8858, formula 8.8858
fastest rate R^4/B: found 0.25000, formula 0.25000
largest error over 61 eigenvalues: 4.7e-07
ripple amplitude/R in area test: 0.02
area change per length /R, wavelength 5.0 R: +3.64e-04
area change per length /R, wavelength 8.0 R: -2.41e-04
COPPER WIRE, rough inputs
radius: 25.0 nm; temperature: 700 K
surface energy: 1.7 J/m^2 = 10.61 eV/nm^2
lattice parameter: 0.36 nm
surface diffusion: D0 0.1 cm^2/s, Q 0.9 eV
kT: 0.06032 eV
atomic volume: 0.01166 nm^3
surface atoms per area: 19.44 nm^-2
D_s: 3.313e-08 cm^2/s
B: 1.542e+06 nm^4/s
threshold wavelength: 157.1 nm
fastest wavelength: 222.1 nm = 0.2221 um
growth rate: 0.987 1/s; growth time: 1.013 s
sphere diameter, one per wavelength: 94.1 nm
initial ripple: 0.5 nm
neck halves, linear estimate: 3.262 s
neck halves, nonlinear run: 2.673 s
relative mesh shift, 33 to 49 points: 1.2e-08
NEGLECTED EFFECTS, same wire
anisotropy +0.01: s 0.8416, 203.8 nm, 1.172 1/s
anisotropy -0.01: s 1.1616, 239.4 nm, 0.849 1/s
gamma Omega/(R kT): 0.0821; rate factor: 1.0855
bulk diffusion inputs: D0 0.3 cm^2/s, Q 2.1 eV
bulk D: 2.28e-16 cm^2/s
bulk/surface growth rate: 3.6e-07
vapour inputs: 7.5e-03 Torr at 1500 K, 3.3 eV
vapour pressure at anneal: 1.6e-15 Torr
vapour/surface growth rate: 5.2e-14
thinning in one growth time: 3.1e-11 nm
rate factor for 0.1 eV error in Q: 5.25
verified
```
